# Fourier transform of the Weinert pseudo-charge from Sonine's integral

**Q.** In an augmented plane-wave calculation the charge density inside an atomic sphere has a cusp at the nucleus and rapid oscillations. You propose to solve Poisson's equation with plane waves after replacing that density by a smooth invented one. Why should the potential survive such a replacement?

**A.** It survives outside the sphere, and that is all I ask of it. I use atomic units and count $\rho$ as positive charge, so that $\nabla^2V=-4\pi\rho$. Let $\rho$ be confined to a sphere of radius $R$ about the origin. For $r>r'$,

$$\frac{1}{|\mathbf r-\mathbf r'|}=\sum_{lm}\frac{4\pi}{2l+1}\,\frac{r'^{\,l}}{r^{l+1}}\,Y_{lm}(\hat{\mathbf r})\,Y^*_{lm}(\hat{\mathbf r}').$$

Multiplying by $\rho(\mathbf r')$ and integrating gives, outside the sphere,

$$V(\mathbf r)=\sum_{lm}\frac{4\pi}{2l+1}\,\frac{q_{lm}}{r^{l+1}}\,Y_{lm}(\hat{\mathbf r}),\qquad q_{lm}=\int r^l\,Y^*_{lm}(\hat{\mathbf r})\,\rho(\mathbf r)\,d^3r. \tag{1}$$

The density enters through its multipoles $q_{lm}$ alone. Two densities in the sphere with equal multipoles therefore have equal potentials outside. Inside, their potentials generally differ. There one returns to the true density and solves Poisson's equation in the sphere, with the potential on its surface as boundary value.

**Q.** A crystal has many spheres, and a plane-wave density between them. Does the argument still hold?

**A.** Yes, if the spheres do not overlap and the cell is neutral. Continue the interstitial plane-wave density into the spheres. In each sphere add a pseudo-charge whose multipoles are those of the true charge, nucleus included, minus those of the continued plane waves. The total then has the correct multipoles in every sphere. What separates it from the true density has no multipoles, so its potential vanishes outside its own sphere.

One constant needs care. The potential of that difference is generally nonzero inside the sphere, and so is its average over the cell. Setting the $\mathbf G=0$ component of the potential to zero removes the average, and the interstitial potential may shift by a constant.

**Q.** The multipoles leave the radial shape free. Which shape do you take?

**A.** For one pair $l,m$ and integer $N\ge0$ I take

$$\rho(\mathbf r)=q\,A\,r^l\left(1-\frac{r^2}{R^2}\right)^{N}Y_{lm}(\hat{\mathbf r})\quad(r<R),\qquad \rho=0\quad(r>R). \tag{2}$$

The product $r^lY_{lm}$ is a polynomial in $x,y,z$, and so is $r^2$; the density is therefore smooth at the origin. At the surface, $1-r^2/R^2=(R-r)(R+r)/R^2$, so the density vanishes there as $(R-r)^N$. The number $N$ sets how gently it ends. The constant $A$ is chosen to make the multipole equal to $q$.

**Q.** Then find $A$, without quoting a table of integrals.

**A.** Insert (2) into the definition of the multipole. The angular integral of $|Y_{lm}|^2$ is 1. The radial powers are $r^2$ from the volume element, $r^l$ from the multipole and $r^l$ from the density. With $r=Rt$,

$$1=A\int_0^R r^{2l+2}\left(1-\frac{r^2}{R^2}\right)^N dr=A\,R^{2l+3}\,I_N(l),\qquad I_N(p)=\int_0^1t^{2p+2}(1-t^2)^N\,dt. \tag{3}$$

For $N\ge1$ integrate by parts, integrating $t^{2p+2}$ and differentiating $(1-t^2)^N$:

$$I_N(p)=\left[\frac{t^{2p+3}}{2p+3}(1-t^2)^N\right]_0^1+\frac{2N}{2p+3}\int_0^1t^{2p+4}(1-t^2)^{N-1}dt=\frac{2N}{2p+3}\,I_{N-1}(p+1).$$

The bracket vanishes at both ends. Each use lowers $N$ by one and raises $p$ by one. After $N$ uses the numerators have multiplied to $2N\cdot2(N-1)\cdots2=2^NN!$, and the denominators to $(2p+3)(2p+5)\cdots(2p+2N+1)$. What remains is $I_0(p+N)=1/(2p+2N+3)$. Hence

$$I_N(p)=\frac{2^NN!}{(2p+3)(2p+5)\cdots(2p+2N+3)}=2^NN!\,\frac{(2p+1)!!}{(2p+2N+3)!!}, \tag{4}$$

where $n!!=n(n-2)\cdots3\cdot1$ for odd $n$. For $N=0$ this is $1/(2p+3)$, as it should be. From (3),

$$A=\frac{(2l+2N+3)!!}{R^{2l+3}\,2^NN!\,(2l+1)!!}. \tag{5}$$

**Q.** Now the Fourier transform. It is an integral over three dimensions, and the plane wave contains every $l$.

**A.** The angular integral selects one of them. Complex conjugation of the usual plane-wave expansion gives

$$e^{-i\mathbf G\cdot\mathbf r}=4\pi\sum_{l'm'}(-i)^{l'}j_{l'}(Gr)\,Y_{l'm'}(\hat{\mathbf G})\,Y^*_{l'm'}(\hat{\mathbf r}).$$

Multiply by (2) and integrate over the directions of $\mathbf r$. Orthonormality leaves $l'=l$, $m'=m$:

$$\rho(\mathbf G)\equiv\int e^{-i\mathbf G\cdot\mathbf r}\rho(\mathbf r)\,d^3r=4\pi(-i)^l\,Y_{lm}(\hat{\mathbf G})\,q\,F(G), \tag{6}$$

$$F(G)=A\int_0^Rr^{l+2}\,j_l(Gr)\left(1-\frac{r^2}{R^2}\right)^Ndr. \tag{7}$$

I call $F$ the radial factor per unit multipole. It is not the whole transform: the phase and the angular function in (6) belong to it too. In a crystal of cell volume $\Omega$, a pseudo-charge centred at $\boldsymbol\tau$ contributes $e^{-i\mathbf G\cdot\boldsymbol\tau}\rho(\mathbf G)/\Omega$ to the Fourier coefficient.

**Q.** The integral in (7) has a Bessel function times a polynomial. Why should it close into anything simple?

**A.** Because the integral (4) turns the power series of one spherical Bessel function into that of another. First the series. The function $j_l$ is the solution, regular at the origin, of

$$z^2y''+2zy'+[z^2-l(l+1)]\,y=0,$$

normalized so that $j_l(z)\to z^l/(2l+1)!!$ for small $z$. Put $y=\sum_kc_kz^{l+2k}$. The coefficient of $z^{l+2k}$ must vanish:

$$c_k\,[(l+2k)(l+2k+1)-l(l+1)]+c_{k-1}=0.$$

The bracket equals $4kl+4k^2+2k=2k(2l+2k+1)$, so $c_k=-c_{k-1}/[2k(2l+2k+1)]$. Starting from $c_0=1/(2l+1)!!$,

$$j_l(z)=\sum_{k=0}^{\infty}\frac{(-1)^k\,z^{l+2k}}{2^k\,k!\,(2l+2k+1)!!}. \tag{8}$$

Now set $r=Rt$ and $x=GR$. The integral in (7) becomes $R^{l+3}S$, with

$$S=\int_0^1t^{l+2}\,j_l(xt)\,(1-t^2)^N\,dt.$$

**Q.** You are about to exchange an infinite sum with an integral.

**A.** For $0\le t\le1$ the $k$-th term of the series for $j_l(xt)$ is at most $x^{l+2k}/[2^kk!(2l+2k+1)!!]$ in magnitude. These bounds do not depend on $t$ and have a finite sum. The series therefore converges uniformly on the interval and may be integrated term by term. In the $k$-th term the powers of $t$ combine to $t^{l+2}t^{l+2k}=t^{2(l+k)+2}$, which is the integrand of $I_N(l+k)$. By (4),

$$S=\sum_k\frac{(-1)^kx^{l+2k}}{2^kk!\,(2l+2k+1)!!}\;2^NN!\,\frac{(2l+2k+1)!!}{(2l+2k+2N+3)!!}.$$

The factor $(2l+2k+1)!!$ cancels:

$$S=2^NN!\sum_k\frac{(-1)^kx^{l+2k}}{2^kk!\,(2l+2k+2N+3)!!}.$$

Let $L=l+N+1$. Then $2l+2k+2N+3=2L+2k+1$, and $x^{l+2k}=x^{L+2k}/x^{N+1}$. The sum is the series (8) for $j_L$, divided by $x^{N+1}$:

$$\int_0^1t^{l+2}\,j_l(xt)\,(1-t^2)^N\,dt=2^NN!\,\frac{j_{l+N+1}(x)}{x^{N+1}}. \tag{9}$$

**Q.** Where is Sonine in this? His integral is written with ordinary Bessel functions.

**A.** Equation (9) is the case of it that we need. Sonine's first finite integral reads

$$\int_0^1t^{\mu+1}(1-t^2)^\nu J_\mu(xt)\,dt=2^\nu\,\Gamma(\nu+1)\,\frac{J_{\mu+\nu+1}(x)}{x^{\nu+1}},\qquad\mu,\nu>-1.$$

Put $\mu=l+\tfrac12$ and $\nu=N$, and use $J_{n+1/2}(z)=\sqrt{2z/\pi}\,j_n(z)$. On the left, $t^{l+3/2}J_{l+1/2}(xt)=\sqrt{2x/\pi}\;t^{l+2}j_l(xt)$. On the right, $J_{l+N+3/2}(x)=\sqrt{2x/\pi}\;j_{l+N+1}(x)$. The common root cancels, $\Gamma(N+1)=N!$, and (9) results. The series argument has proved this case directly, so nothing rests on the general formula.

**Q.** Then assemble the radial factor, and keep track of the powers of $R$.

**A.** Equations (5), (7) and (9) give

$$F(G)=\frac{(2l+2N+3)!!}{R^{2l+3}\,2^NN!\,(2l+1)!!}\;R^{l+3}\,2^NN!\,\frac{j_{l+N+1}(GR)}{(GR)^{N+1}}.$$

The factor $2^NN!$ cancels, and $R^{l+3}/R^{2l+3}=R^{-l}$. Therefore

$$\boxed{F(G)=\frac{(2l+2N+3)!!}{(2l+1)!!\,R^l}\;\frac{j_{l+N+1}(GR)}{(GR)^{N+1}}} \tag{10}$$

For $l=N=0$ it gives $3j_1(GR)/(GR)$, the form factor of a uniformly charged ball.

**Q.** At $G=0$ your formula is zero divided by zero.

**A.** The value there is the limit. The first two terms of (8) for $j_L$ give

$$F(G)=\frac{G^l}{(2l+1)!!}\left[1-\frac{(GR)^2}{2(2l+2N+5)}+\dots\right]. \tag{11}$$

So $F(0)=1$ for $l=0$, which is the total charge per unit $q_{00}$ apart from the angular factor, and $F(0)=0$ for $l>0$. The leading term contains neither $R$ nor $N$. A long wave sees the multipole and not the shape of the charge that carries it.

**Q.** And for short waves?

**A.** When $x=GR$ is large compared with $L^2$, $j_L(x)\approx\sin(x-L\pi/2)/x$. The oscillation of $F$ then has the envelope

$$E_N(x)=\frac{(2l+2N+3)!!}{(2l+1)!!\,R^l}\;\frac{1}{x^{N+2}}. \tag{12}$$

Each unit of $N$ makes the final decay faster by one power of $G$. This reflects the smoother end of the density at $r=R$. With $N=0$ the density jumps there, and $F$ falls only as $G^{-2}$.

**Q.** I would like to see numbers in (10) before we go on.

**A.** Take round model parameters that stand for no material: $R=1$ Å, $l=2$, $N=4$ and $G=5$ Å$^{-1}$, so that $x=5$ and $L=7$. The double factorials are $15!!=2027025$ and $5!!=15$, with ratio $135135$. With $j_7(5)=0.017903$ and $5^5=3125$,

$$F=\frac{135135\times0.017903}{3125}\ \text{Å}^{-2}=0.7742\ \text{Å}^{-2}=0.2168\ \text{bohr}^{-2}.$$

The definition (7) can also be evaluated without Sonine's integral. Gauss–Legendre quadrature with 400 points gives $0.0021999$ Å$^5$ for the integral with the Bessel function and $0.0028416$ Å$^7$ for the normalization integral $1/A$. Their quotient is $0.7742$ Å$^{-2}$.

The leading term of (11) would be $G^2/15=1.667$ Å$^{-2}$, more than twice as large. The correction in (11) is $25/34\approx0.74$, which is not small, so this wave is too short for the long-wave limit.

**Q.** You said that the outside potential does not depend on the shape. Yet (10) depends on $N$ at every $G>0$. How can the $N$-dependence disappear?

**A.** It disappears in the integral over all waves. In Fourier space Poisson's equation reads $V(\mathbf G)=4\pi\rho(\mathbf G)/G^2$. For one isolated pseudo-charge,

$$V(\mathbf r)=\int\frac{d^3G}{(2\pi)^3}\,\frac{4\pi}{G^2}\,\rho(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.$$

Insert (6) and expand the plane wave. The angular integral over $\hat{\mathbf G}$ again selects $l,m$, and the phases multiply to $i^l(-i)^l=1$. The factor $G^2$ of the volume element cancels $1/G^2$. The constants are $4\pi\cdot4\pi\cdot4\pi/(8\pi^3)=8$:

$$V(\mathbf r)=8q\,Y_{lm}(\hat{\mathbf r})\int_0^\infty j_l(Gr)\,F(G)\,dG. \tag{13}$$

By (1) the same potential is $4\pi q\,Y_{lm}(\hat{\mathbf r})/[(2l+1)r^{l+1}]$ for $r>R$, and by continuity also at $r=R$. The integral in (13) is therefore the same for every $N$ when $r\ge R$.

**Q.** But a computer stops at some largest wave number.

**A.** Then the independence of $N$ is lost. If the integral stops at $G_{\max}$, the missing part of the potential is

$$8q\,Y_{lm}(\hat{\mathbf r})\int_{G_{\max}}^\infty j_l(Gr)\,F(G)\,dG, \tag{14}$$

and this depends on $N$ through $F$.

**Q.** So take $N$ as large as you please. The decay in (12) becomes as fast as you like.

**A.** The decay is faster, but it begins later. For large $N$ and $r\ll R$, $(1-r^2/R^2)^N\approx e^{-Nr^2/R^2}$. The charge shrinks towards the centre, with a width of order $R/\sqrt N$, and a narrow charge needs short waves. Equation (11) shows the same thing: as $N$ grows, the correction at fixed $G$ shrinks, and $F$ follows the rising function $G^l/(2l+1)!!$ of a point multipole further out. In (12) the cost appears as the growing double factorial. At a large enough cutoff the two effects compete and an intermediate $N$ is best, as in the example below. At a small cutoff this need not hold: with the error measure defined below, $l=2$ and $G_{\max}R=5$ or $6$, the best $N$ from 0 to 24 is $N=0$.

**Q.** How large is the effect? Give me an energy.

**A.** Keep $R=1$ Å, $l=2$, $m=0$, and let $q=1\ e\,$Å$^2$. Put a test charge $+e$ on the $z$ axis, where $Y_{20}=\sqrt{5/4\pi}=0.6308$. With $e^2/4\pi\varepsilon_0=14.400$ eV Å, its exact energy at $r=R$ is

$$14.400\times0.6308\times\frac{4\pi}{5}\ \text{eV}=22.83\ \text{eV}=0.8389\ \text{hartree}.$$

At $r=2R$ it is smaller by $2^3$, that is $2.854$ eV.

Next I evaluate (13) with the integral stopped at $G_{\max}=20$ Å$^{-1}$, using Gauss–Legendre quadrature with 300 points. The error is the difference from the exact energy, and I record its largest magnitude over 101 equally spaced distances from $R$ to $2R$.

| $N$ | largest error (eV) |
|---|---|
| 0 | 0.211 |
| 2 | 0.0305 |
| 4 | 0.0133 |
| 5 | 0.0070 |
| 6 | 0.0079 |
| 7 | 0.0073 |
| 8 | 0.0053 |
| 9 | 0.0086 |
| 12 | 0.0119 |
| 16 | 0.229 |

Of all $N$ from 0 to 24, $N=8$ has the smallest error. It amounts to about $2\times10^{-4}$ of the exact energy at $r=R$. At $N=16$ the error is back to the size it had at $N=0$.

**Q.** The errors between $N=5$ and $N=9$ go up and down. Is there a rule for the best value?

**A.** There is a rough one. By (12), neighbouring envelopes at the cutoff have the ratio

$$\frac{E_{N+1}}{E_N}=\frac{2l+2N+5}{G_{\max}R}.$$

The envelope falls with $N$ while this ratio is below 1. For $l=2$ and $G_{\max}R=20$ the ratio is $19/20$ at $N=5$ and $21/20$ at $N=6$, so the smallest envelope is at $N=6$. The same reasoning gives $N=1$ for $G_{\max}R=10$ and $N=16$ for $G_{\max}R=40$. The computed errors give:

| $G_{\max}$ (Å$^{-1}$) | envelope estimate | best $N$ | its error (eV) |
|---|---|---|---|
| 10 | 1 | 3 | 0.38 |
| 20 | 6 | 8 | 0.0053 |
| 40 | 16 | 16 | $4.8\times10^{-7}$ |

The estimate follows the growth of the best $N$ with the cutoff, but misses by 2 in two of the three cases. The envelope is flat near its minimum: at $G_{\max}R=20$, $E_8/E_6=(21/20)(23/20)\approx1.2$, so a modest neglected factor can move the best $N$. Also, (12) was obtained for $G_{\max}R\gg L^2$, which holds in none of the three rows: at the estimated $N$ one has $L^2=16$, $81$ and $361$, against $G_{\max}R=10$, $20$ and $40$. The amplitude suffers little from this. With $y_L$ the irregular spherical Bessel function and $x=G_{\max}R$, the true amplitude $x\sqrt{j_L^2+y_L^2}$ lies between $1.05$ and $1.08$ in these three cases, against the asymptotic value 1. Using it in the envelope (for $L<x$) leaves the estimates at 1, 6 and 16, so it does not account for the misses. One match in three rows is no confirmation of the rule. The best $N$ is also irregular in the cutoff: it is 5 at $G_{\max}R=12$ but 3 at $14$, it is 9, 7 and 10 at $21$, $21.5$ and $22$, and between $38$ and $42$ it moves among 16, 17 and 18. The estimate also ignores the phases of the two oscillating functions in (14). I suspect that these phases cause the unevenness between $N=5$ and $N=9$, but I have not shown it.

**Q.** May I carry these values of $N$ over to a crystal?

**A.** As a guide to the scale, and for $l=2$ only. For the error measure used here, the relevant numbers are $G_{\max}R$ and $l$; another choice of distances can change the best $N$. The ratio of neighbouring envelopes contains $l$ and $N$ only through the sum $l+N$, so by that estimate a given $G_{\max}R$ fixes $l+N$, and a larger $l$ calls for a smaller $N$. The computed errors (same measure, $m=0$) follow this only roughly: at $G_{\max}R=20$ the best $l+N$ is 10 for $l=0,\dots,4$ and $6$, while at $40$ it is 18 for $l\le3$ and 21 for $l=4,6,8$. The example treats one isolated quadrupole and a continuous range of $G$. A crystal has a discrete sum over reciprocal vectors, several $l$ at once, and perhaps spheres of different radii, for which one cutoff means different values of $G_{\max}R$. The formula (10) itself carries over unchanged, because it concerns a single sphere; the choice of $N$ is a matter of the cutoff, the radius and $l$.
